# Uniform 90-degree switching of a tetragonal ferroelectric by a perpendicular field

**Setting**

A ferroelectric crystal carries a uniform polarization $\mathbf P=P\mathbf n$, where $\mathbf n$ is a unit vector and the magnitude $P$ is fixed. The components of $\mathbf n$ refer to the cubic axes. With a field $E$ along [100], the free-energy density at constant stress is

$$f=KP^4\left(n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2\right)-EPn_1,\qquad K>0 .$$

$E$ is the field inside the crystal. The bound charge on all faces is compensated, and the crystal is free to change its shape. The polarization starts along [001], so the field is perpendicular to it. The field is raised slowly from zero and the motion is overdamped: $\mathbf n$ moves down the energy slope without inertia. There are no domain walls, and thermal jumps are ignored until part (e).

For numbers, take $P=26\ \mu\mathrm{C/cm^2}$ and $K=3.0\times10^{8}\ \mathrm{J\,m^5/C^4}$. These are rough values, chosen to resemble tetragonal barium titanate near room temperature. They give

$$KP^3=3.0\times10^8\times(0.26)^3\ \mathrm{V/m}=52.7\ \mathrm{kV/cm},\qquad KP^4=1.371\ \mathrm{J/cm^3}.$$

Write $s=n_1$, $e=E/(KP^3)$ and $G=f/(KP^4)$.

**(a) Find the stable directions at zero field, and the lowest barrier between [001] and [100].**

*Answer.* Each term of the pair sum is non-negative. The sum vanishes only if every product of two components vanishes, which requires two of the three components to be zero. The minima are therefore the six $\langle100\rangle$ directions, which is what makes the anisotropy tetragonal.

Since $n_2^2+n_3^2=1-s^2$, the pair sum can be written as

$$s^2(n_2^2+n_3^2)+n_2^2n_3^2=s^2(1-s^2)+n_2^2n_3^2 .$$

At given $s$ it is lowest when $n_2=0$ or $n_3=0$. Starting from [001], the lowest path has $n_2=0$ and stays in the plane of the initial polarization and the field.

Any continuous path from [001] to [100] passes through every $s$ between 0 and 1, so it must climb at least to the maximum of $s^2(1-s^2)$. This is $1/4$, at $s^2=1/2$, the [101] direction. The barrier is $KP^4/4=0.343\ \mathrm{J/cm^3}$.

**(b) Find how the polarization tilts in the field, and relate $K$ to the transverse permittivity.**

*Answer.* In the plane let $\mathbf n=(\sin\theta,0,\cos\theta)$, so that $s=\sin\theta$ and

$$G=s^2-s^4-es .$$

Because $ds/d\theta=\cos\theta$, the condition for equilibrium is

$$\frac{dG}{d\theta}=\cos\theta\,(2s-4s^3-e)=0 .$$

The factor $\cos\theta$ vanishes when $\mathbf n$ is along the field axis. The tilted state obeys the other condition,

$$e=2s-4s^3 .\tag{1}$$

For a small field the cubic term is negligible, so $s=e/2=E/(2KP^3)$ and

$$P_1=Ps=\frac{E}{2KP^2}.$$

The transverse susceptibility is $\chi_a=1/(2\varepsilon_0KP^2)$. With the given parameters the relative permittivity $1+\chi_a$ is about 2790. A weak anisotropy thus means a large transverse permittivity. Standard Landau expansions for barium titanate give 3100 to 3600 at 298 K, so the chosen $K$ is somewhat on the stiff side.

**(c) Determine the field at which the tilted state ceases to be stable. Check stability out of the plane as well.**

*Answer.* Differentiate $dG/d\theta$ once more:

$$\frac{d^2G}{d\theta^2}=-s\,(2s-4s^3-e)+\cos^2\theta\,(2-12s^2).$$

The first term vanishes on the branch (1), leaving the in-plane curvature

$$(1-s^2)(2-12s^2).$$

For the other direction, turn $\mathbf n$ about the field axis by an angle $\phi$:

$$\mathbf n=(s,\;c\sin\phi,\;c\cos\phi),\qquad c^2=1-s^2 .$$

Then $n_2^2n_3^2=c^4\sin^2\phi\cos^2\phi$, which is $c^4\phi^2$ for small $\phi$. The distance moved on the unit sphere is $u=c\phi$, so the energy rises by $c^2u^2$ and the out-of-plane curvature is $2(1-s^2)$. There is no mixed term, because $G$ is even in $\phi$.

The out-of-plane curvature is positive for every $s<1$. The in-plane curvature is positive for $s^2<1/6$ and vanishes first at

$$s_c=\frac1{\sqrt6}=0.408,\qquad \theta_c=24.1^\circ .$$

Insert this in (1):

$$e_c=s_c(2-4s_c^2)=\frac1{\sqrt6}\left(2-\frac46\right)=\frac{4}{3\sqrt6}=0.544 .$$

Hence

$$\boxed{E_c=\frac{4}{3\sqrt6}\,KP^3=0.544\,KP^3}$$

For the example, $E_c=0.544\times52.7\ \mathrm{kV/cm}=28.7\ \mathrm{kV/cm}$, or 2.87 MV/m. Just before the instability the component along the field is $P_1=0.408\times26=10.6\ \mu\mathrm{C/cm^2}$.

Equation (1) shows the same limit in another way: on $0\le s\le1$ the expression $2s-4s^3$ has its maximum at $s_c$, so at a higher field no tilted equilibrium is left in this range.

By part (b), $KP^3=P/(2\varepsilon_0\chi_a)$. The threshold can therefore be written $E_c=0.272\,P/(\varepsilon_0\chi_a)$. At fixed $P$ it falls in proportion to $K$ as the anisotropy weakens towards a phase boundary. This holds while the quartic term dominates the anisotropy; close to $K=0$, terms of higher order must be kept. For $K<0$ the [001] direction is an energy maximum at zero field, and the question no longer applies.

**(d) Show that above this field the polarization goes to [100] and stays there when the field is removed. Is $E_c$ the field at which the two states have equal energy?**

*Answer.* On $0\le s\le1$ the largest value of $2s-4s^3$ is $e_c$. For $e>e_c$ the bracket in $dG/d\theta$ is therefore negative throughout, and $G$ falls steadily as $\theta$ grows from 0 to $90^\circ$. Overdamped motion has nowhere to stop before [100].

A small out-of-plane disturbance does not change this. With $\sin^2\phi\cos^2\phi=\tfrac14\sin^22\phi$, the two slopes are

$$\frac{\partial G}{\partial\phi}=\tfrac12c^4\sin4\phi,\qquad
\frac{\partial G}{\partial s}=2s-4s^3-e-s(1-s^2)\sin^22\phi .$$

For $|\phi|<45^\circ$ the first drives $\phi$ back towards zero. The extra term in the second is never positive, so it only helps $s$ to grow.

Near [100] let the transverse part of $\mathbf n$ have length $u$, so that $n_1\approx1-u^2/2$. To second order the pair sum is $u^2$, and

$$G\approx-e+\left(1+\frac e2\right)u^2 .$$

The curvature is $2+e$ in both transverse directions. It remains positive at $e=0$, so the switched state survives removal of the field.

The same expansion with $e$ replaced by $-e$ describes a polarization antiparallel to the field. Its curvature $2-e$ vanishes at $E=2KP^3=105.5\ \mathrm{kV/cm}$. In this model the threshold for a perpendicular field is thus 0.27 of that for an exactly antiparallel one. The antiparallel limit is very sensitive to alignment: it falls to 89 kV/cm for a field $1^\circ$ off the axis and to 67 kV/cm for $5^\circ$.

$E_c$ is not a field of equal energies. On the branch (1),

$$G=s^2-s^4-s(2s-4s^3)=-s^2+3s^4,$$

while the [100] state has $G=-e=-2s+4s^3$. The tilted state lies higher by

$$s\,(2-s-4s^2+3s^3).$$

For $0<s\le s_c$ the bracket exceeds $2-0.408-0.667>0$. The [100] state is thus lower for every positive field up to $E_c$, and the tilted state is metastable. $E_c$ is the field at which metastability ends.

At $E_c$ the energy difference follows from $s_c^2=1/6$ and $G=-\tfrac16+\tfrac3{36}=-\tfrac1{12}$. The energy released is

$$\left(e_c-\tfrac1{12}\right)KP^4=0.461\times1.371=0.632\ \mathrm{J/cm^3}.$$

With a rough heat capacity of $3\ \mathrm{J/(cm^3K)}$, this dissipated energy alone would raise the temperature by 0.21 K. The reversible heat that accompanies a change of entropy is not included.

Numerical integration of the overdamped motion, with all three components free and a small initial out-of-plane disturbance, puts the threshold at $0.5443\,KP^3$. A second case with $K=1.0\times10^8\ \mathrm{J\,m^5/C^4}$ and $P=50\ \mu\mathrm{C/cm^2}$ gives the same factor. For the main example the motion ends at $n_1=0.374$ for $0.99E_c$ and at $n_1=1.000$ for $1.01E_c$.

**(e) How do thermal jumps and a sudden field alter the threshold?**

*Answer.* Just below the threshold put $s=s_c+x$ and $\delta=e_c-e$. Since $2s-4s^3$ has zero slope and second derivative $-24s_c$ at $s_c$,

$$\frac{dG}{ds}=2s-4s^3-e\approx\delta-12s_cx^2 .$$

The minimum and the barrier top lie at $x=\mp x_0$, with $x_0^2=\delta/(12s_c)$. The barrier is the integral of the slope between them:

$$\Delta G=\int_{-x_0}^{x_0}(\delta-12s_cx^2)\,dx=2\delta x_0-8s_cx_0^3 .$$

Because $8s_cx_0^2=\tfrac23\delta$, this becomes

$$\Delta G=\frac43\,\delta x_0=\frac43\,\frac{(e_c-e)^{3/2}}{\sqrt{12s_c}} .$$

At $0.9E_c$ the barrier computed without this approximation is $0.0105\ \mathrm{J/cm^3}$, about 3% of its zero-field value.

For a uniformly rotating cube the barrier density is multiplied by the volume. Take $40k_BT$ at 300 K as the mark below which thermal jumps matter. The cube edge is then 7.8 nm at zero field and 25 nm at $0.9E_c$. Smaller isolated grains can switch below $E_c$ in this model; much larger ones do not do so by uniform rotation, except very near the threshold.

Now apply the field suddenly and suppose the in-plane motion has inertia but no damping. The polarization starts at rest at $s=0$, where $G=0$. By conservation of energy it can go on as long as

$$G=s\,(s-s^3-e)<0 .$$

To reach [100] this must hold for all $0<s\le1$, so $e$ must exceed the maximum of $s-s^3$. That maximum is at $s=1/\sqrt3$ and gives

$$E_{\text{sudden}}=\frac{2}{3\sqrt3}KP^3=0.385\,KP^3=20.3\ \mathrm{kV/cm}.$$

The factor 0.544 therefore belongs to slow or well-damped switching. Without damping the polarization passes [100] with kinetic energy left over, so this second field is a condition for reaching that direction, not for coming to rest there. It also assumes that the shape of the crystal follows the polarization at once. Undamped polarization motion takes picoseconds, while the shape can change no faster than sound crosses the crystal. The 20.3 kV/cm is therefore a formal value of the model: when the shape lags behind, the elastic cost estimated in part (f) raises the field needed.

**(f) Estimate the effect of a variable polarization magnitude and of a misaligned field. Then judge the result for a real crystal.**

*Answer.* Let the magnitude be $rP$, and add an energy $\tfrac12a(r-1)^2$ in units of $KP^4$:

$$G=\tfrac12a(r-1)^2+r^4s^2(1-s^2)-ers .$$

The angular condition gives $e=r^3(2s-4s^3)$. The radial condition is

$$a(r-1)+4r^3s^2(1-s^2)-es=0 .$$

Inserting $e$, the terms in $s^4$ cancel and $4s^2-2s^2=2s^2$ remains:

$$a(r-1)+2r^3s^2=0 .$$

With this form of the energy the magnitude is thus slightly reduced on the tilted branch. The sign depends on the assumed form: standard Landau expansions for barium titanate give an increase instead, of 0.3 to 3% at the stability limit. A rough longitudinal susceptibility $\chi_c=200$ gives $a=1/(\varepsilon_0\chi_cKP^2)\approx28$. Maximizing $e$ along this equilibrium curve gives a magnitude 1.1% below $P$ and a threshold 3.4% below $E_c$.

For a field turned from [100] towards [001] by a small angle $\psi$, the field energy is $-e\sin(\theta+\psi)$. Since $s^2(1-s^2)=\tfrac14\sin^22\theta$, equilibrium requires

$$e=\frac{\sin4\theta}{2\cos(\theta+\psi)} .$$

The threshold is the maximum over $\theta$ between 0 and $45^\circ$. At a maximum the shift of $\theta$ itself has no first-order effect, so only the explicit dependence on $\psi$ counts:

$$\frac{1}{e_c}\frac{de_c}{d\psi}=\tan\theta_c=\frac1{\sqrt5}\quad\text{at }\psi=0 .$$

For $5^\circ$ this is 3.9%. The full maximum gives $+4.5\%$ towards [001] and $-3.4\%$ towards $[00\bar1]$.

Two other assumptions matter far more. With a rough spontaneous strain $x=1\%$, a 90-degree turn lengthens the crystal by $x$ along [100] and shortens it by $x$ along [001]. If the surroundings hold the original shape, the elastic cost is

$$\tfrac12(2C_{11}-2C_{12})x^2=(C_{11}-C_{12})x^2=10\ \mathrm{J/cm^3},$$

using rough moduli of 200 and 100 GPa. The field supplies only $E_cP=0.746\ \mathrm{J/cm^3}$. For the [100] state merely to lie below the untilted initial state, $EP$ must exceed the cost, which needs 385 kV/cm. This is not a switching threshold. If the spontaneous strain follows the squared components of $\mathbf n$ and shear is neglected, clamping adds $bs^4$ to $G$ with $b=10/1.371=7.3$. Then $dG/ds=2s+4(b-1)s^3-e$ rises steadily with $s$, so the polarization turns without a jump. It has $n_1\approx0.62$ at 385 kV/cm and reaches [100] only at $e=4b-2$, about 1400 kV/cm. Likewise, in a wide plate with bare (001) faces the initial polarization would produce a depolarizing field $P/(\varepsilon_0\varepsilon_b)$ of about $4\times10^4\ \mathrm{kV/cm}$ for a background permittivity $\varepsilon_b=7$. Free strain and compensated charge are therefore essential conditions.

In a bulk barium titanate crystal the measured coercive field is roughly 1 kV/cm, some 30 times below $E_c$. That figure refers to reversal along the polar axis, for which the fixed-magnitude model gives the still larger limit of 105.5 kV/cm. The model excludes domains. In a real crystal they can nucleate and their walls can move, so the whole volume need not cross the barrier together. $E_c$ is about 0.3 of a rough bulk breakdown field of 100 kV/cm, so breakdown does not by itself exclude it, whereas the clamped estimate lies well above breakdown. The purely quartic anisotropy is a further simplification. Barium titanate near room temperature is close to its orthorhombic phase, and higher-order terms matter there. Standard Landau expansions make [101] a metastable minimum at zero field instead of a barrier top, and they put the stability limit for a perpendicular field at roughly 15 to 17 kV/cm at 298 K, depending on the expansion, and at 13 to 15 kV/cm at 293 K. The rule $E_c=0.272\,P/(\varepsilon_0\chi_a)$ with their own $\chi_a$ gives 22 to 26 kV/cm at 298 K, which is too high. Their zero-field barrier is 0.13 to 0.18 J/cm³, about half that of part (a), which raises the cube edge of 7.8 nm in part (e) to about 10 nm. The 28.7 kV/cm is thus the stability limit of the quartic model for a free, compensated, single-domain crystal, not a prediction of a measured coercive field. The material values quoted are rough figures, good for orders of magnitude only.

## Table of computed values

```
Polarization P: 26.0 uC/cm2
Anisotropy K: 3.00e+08 J m^5/C^4
Field unit K P^3: 52.73 kV/cm
Energy unit K P^4: 1.371 J/cm3
Threshold e_c, formula: 0.54433 (no unit)
Threshold e_c, 3D motion: 0.54434 (no unit)
Same, second K and P: 0.54434 (no unit)
Second case K: 1.0e+08 J m^5/C^4
Second case P: 50.0 uC/cm2
Switching field E_c: 28.70 kV/cm
Switching field E_c: 2.870 MV/m
n1 at threshold: 0.4082 (no unit)
Tilt at threshold: 24.09 degrees
P1 just before jump: 10.61 uC/cm2
n1 after relaxing at 0.99 E_c: 0.3744 (no unit)
n1 after relaxing at 1.01 E_c: 1.0000 (no unit)
Transverse relative permittivity: 2786 (no unit)
Antiparallel stability limit: 105.5 kV/cm
Energy released at E_c: 0.632 J/cm3
Rough heat capacity: 3.0 J/(cm3 K)
Heating by release: 0.21 K
Sudden undamped threshold: 0.3849 K P^3
Sudden undamped threshold: 20.30 kV/cm
Temperature: 300 K
Barrier at zero field: 0.3427 J/cm3
Barrier at 0.9 E_c: 0.01052 J/cm3
Cube edge for 40 kT, zero field: 7.8 nm
Cube edge for 40 kT, 0.9 E_c: 25.1 nm
E_c change, 5 deg towards [001]: +4.51 %
E_c change, 5 deg towards [00-1]: -3.36 %
Rough longitudinal susceptibility: 200 (no unit)
Reduced magnitude stiffness a: 27.85 (no unit)
Magnitude change at soft threshold: -1.11 %
E_c change from soft magnitude: -3.36 %
Rough spontaneous strain: 1.0 %
Rough C11: 200 GPa
Rough C12: 100 GPa
Clamped elastic cost: 10.0 J/cm3
Field work E_c P: 0.746 J/cm3
Field to repay clamped cost: 385 kV/cm
Rough background permittivity: 7 (no unit)
Bare-face depolarizing field: 4.2e+04 kV/cm
Rough bulk breakdown field: 100 kV/cm
E_c / breakdown field: 0.29 (no unit)
Rough measured coercive field: 1 kV/cm
E_c / measured coercive field: 29 (no unit)
```
